# Real Gaunt coefficients from complex ones, and closure for p functions

In a projector augmented-wave calculation the one-centre valence density inside an atomic sphere is built from products of two partial waves, each a radial function times a real spherical harmonic. One must decide which angular channels $(L,M)$ of that density to carry on the radial grid, and which coupling coefficients to store. Keeping too few channels changes the density, and keeping more than the products contain only adds channels whose coefficients vanish. The real Gaunt coefficients settle the choice. For two p functions the answer will be $L=0$ and $L=2$, and a closure sum shows whether anything is missing.

All quantities below are angular and dimensionless.

## 1. The simplest product

Write $c=\cos\theta$, $s=\sin\theta$, and let $\mathbf n=(n_x,n_y,n_z)$ be a point on the unit sphere. The normalized $p_z$ function is $\sqrt{3/4\pi}\,c$. Its square splits into a constant and a part with zero average:

$$\frac{3}{4\pi}c^2=\frac{1}{4\pi}+\frac{1}{4\pi}(3c^2-1).$$

The normalized harmonics of these shapes are $1/\sqrt{4\pi}$ for $L=0$ and $\sqrt{5/16\pi}\,(3c^2-1)$ for $L=2$, $M=0$. Dividing by their prefactors gives the expansion coefficients

$$\frac{1}{\sqrt{4\pi}},\qquad \frac{1}{4\pi}\sqrt{\frac{16\pi}{5}}=\frac{1}{\sqrt{5\pi}}=2g,\qquad g\equiv\frac{1}{\sqrt{20\pi}}=0.1262 .$$

At the pole, $c=1$, the two parts are $1/4\pi$ and $2/4\pi$, which add to the required $3/4\pi$. The spherical part alone is too small there by a factor of three.

For general products this splitting by eye becomes laborious. Complex harmonics have simpler integrals, so I compute those and transform.

## 2. The change of basis

The complex harmonics $Y_{l\mu}$ carry the Condon–Shortley phase. Each is $e^{i\mu\phi}$ times a real function of $\theta$, and

$$Y_{l,-\mu}=(-1)^\mu Y_{l\mu}^* .$$

For $k>0$ define the real harmonics

$$S_{lk}=\sqrt2(-1)^k\,\mathrm{Re}\,Y_{lk},\qquad S_{l,-k}=\sqrt2(-1)^k\,\mathrm{Im}\,Y_{lk},\qquad S_{l0}=Y_{l0}.$$

Now write $\mathrm{Re}\,Y=(Y+Y^*)/2$ and $\mathrm{Im}\,Y=(Y-Y^*)/2i$, and replace $(-1)^kY_{lk}^*$ by $Y_{l,-k}$:

$$S_{lk}=\frac{(-1)^kY_{lk}+Y_{l,-k}}{\sqrt2},\qquad S_{l,-k}=\frac{-i(-1)^kY_{lk}+iY_{l,-k}}{\sqrt2}.$$

These are the rows of a matrix $U$, with $S_{lm}=\sum_\mu U_{m\mu}Y_{l\mu}$. Each row has norm $\tfrac12+\tfrac12=1$. The rows $k$ and $-k$ are orthogonal, because

$$\sum_\mu U_{k\mu}U_{-k,\mu}^*=\tfrac12\left[(-1)^k\,i(-1)^k+1\cdot(-i)\right]=0 .$$

So $U$ is unitary and the $S_{lm}$ are orthonormal. Reading off the elements also gives

$$U_{m,-\mu}=(-1)^\mu U_{m\mu}^* .\tag{1}$$

**Check at $l=1$.** With $Y_{11}=-\sqrt{3/8\pi}\,s\,e^{i\phi}$, the definitions give $S_{11}=\sqrt{3/4\pi}\,n_x$ and $S_{1,-1}=\sqrt{3/4\pi}\,n_y$, both with a plus sign. The labels $x,y,z$ therefore mean $m=1,-1,0$.

## 3. Transforming the triple integral

Define, with no complex conjugation,

$$C=\int Y_{l_1\mu_1}Y_{l_2\mu_2}Y_{l_3\mu_3}\,d\Omega,\qquad G=\int S_{l_1m_1}S_{l_2m_2}S_{l_3m_3}\,d\Omega .$$

Inserting the basis change three times gives

$$G=\sum_{\mu_1\mu_2\mu_3}U_{m_1\mu_1}U_{m_2\mu_2}U_{m_3\mu_3}\,C. \tag{2}$$

Three rules for $C$ follow from the integral.

*Azimuth.* The $\phi$ integral of $e^{i(\mu_1+\mu_2+\mu_3)\phi}$ vanishes unless $\mu_1+\mu_2+\mu_3=0$. It then equals $2\pi$, so $C$ is real.

*Inversion.* Under $\mathbf n\to-\mathbf n$ a harmonic of degree $l$ gains $(-1)^l$. The integral can survive only if $l_1+l_2+l_3$ is even.

*Triangle.* The $\theta$ part of $Y_{l\mu}$ is $s^{|\mu|}$ times a polynomial in $c$ of degree $l-|\mu|$. Since $s^{|\mu|}e^{\pm i|\mu|\phi}=(n_x\pm in_y)^{|\mu|}$, the function $Y_{l\mu}$ is a polynomial of degree $l$ in $n_x,n_y,n_z$, and $Y_{l_1\mu_1}Y_{l_2\mu_2}$ has degree $l_1+l_2$.

Conversely, any polynomial of degree $n$ is a sum of terms $(n_x+in_y)^p(n_x-in_y)^qn_z^r$ with $p+q+r\le n$. Such a term has azimuthal number $\mu=p-q$ and equals $e^{i\mu\phi}s^{|\mu|}(1-c^2)^{\min(p,q)}c^r$. Beyond $s^{|\mu|}$ it is a polynomial in $c$ of degree at most $n-|\mu|$. The harmonics with $l=|\mu|,\dots,n$ supply one polynomial of each degree from 0 to $n-|\mu|$, so they span it.

The product thus contains no harmonic above $l_1+l_2$, and $l_3\le l_1+l_2$. Exchanging the roles of the three functions gives $|l_1-l_2|\le l_3\le l_1+l_2$.

Because $U$ mixes only functions of equal $l$, the inversion and triangle rules hold for $G$ as well.

## 4. From eight terms to one

Row $m$ of $U$ has entries only at $\mu=\pm|m|$, so (2) has at most eight terms. Those that survive have $\sum\mu_i=0$.

Suppose two sign choices, $\mu$ and $\mu'$, both sum to zero. Adding and subtracting the two sums shows that the entries that agree sum to zero, and so do the entries that differ. If neither group is empty, one of them holds a single entry, which must itself be zero, so its sign has no meaning. Hence $\mu'=\mu$ or $\mu'=-\mu$: there is one choice and its global flip.

The flipped term is related to the first. Conjugating the harmonics gives

$$C(-\mu)=(-1)^{\mu_1+\mu_2+\mu_3}C(\mu)^*=C(\mu),$$

since the sum is zero and $C$ is real. By (1), the product of the three $U$ elements turns into its complex conjugate. The two terms add to

$$G=2\,\mathrm{Re}\!\left(U_{m_1\mu_1}U_{m_2\mu_2}U_{m_3\mu_3}\right)C(\mu_1,\mu_2,\mu_3), \tag{3}$$

for any one choice $\mu_i=\pm|m_i|$ with zero sum. If all $m_i=0$, the flip gives the same term, which must be counted once, and $G=C$.

Equation (3) yields the two remaining rules for real harmonics:

- Some choice of signs must satisfy $\pm|m_1|\pm|m_2|\pm|m_3|=0$.
- The number of negative $m_i$ must be even. Elements of $U$ are imaginary for $m<0$ and real otherwise, so an odd number makes the product imaginary and its real part zero.

The second rule has a geometric meaning. The reflection $n_y\to-n_y$ sends $\phi\to-\phi$ and changes the sign of exactly the functions with $m<0$.

**Are the rules sufficient?** No. Take $S_{32}$ twice with $S_{20}$. All four rules are met, but the $\theta$ part of $S_{32}$ is proportional to $s^2c$, so $G$ is proportional to

$$\int_{-1}^{1}(1-c^2)^2c^2(3c^2-1)\,dc=3\cdot\frac{16}{315}-\frac{16}{105}=0 .$$

Here $\int(c^4-2c^6+c^8)\,dc=2\left(\tfrac15-\tfrac27+\tfrac19\right)=\tfrac{16}{315}$ and $\int(c^2-2c^4+c^6)\,dc=2\left(\tfrac13-\tfrac25+\tfrac17\right)=\tfrac{16}{105}$.

Among the 4096 ordered triples with all $l\le3$, 359 obey the rules and 353 coefficients are nonzero. The six accidental zeros are this case and its partner with $S_{3,-2}$ twice, each in three orderings. No rule is redundant: the triangle, inversion, magnitude and sign rules are the sole reason for excluding 21, 293, 590 and 336 triples respectively.

## 5. The table for p functions

For two p functions, inversion requires even $L$ and the triangle rule requires $L\le2$. That leaves $L=0$ and $L=2$. The complex functions needed are

$$Y_{10}=\sqrt{\tfrac{3}{4\pi}}\,c,\quad Y_{11}=-\sqrt{\tfrac{3}{8\pi}}\,s\,e^{i\phi},\quad Y_{20}=\sqrt{\tfrac{5}{16\pi}}(3c^2-1),$$

$$Y_{2,-1}=\sqrt{\tfrac{15}{8\pi}}\,sc\,e^{-i\phi},\quad Y_{2,-2}=\sqrt{\tfrac{15}{32\pi}}\,s^2e^{-2i\phi},$$

with $Y_{00}=1/\sqrt{4\pi}$ and $Y_{1,-1}=-Y_{11}^*$. From $\int c^2d\Omega=4\pi/3$ and $\int c^4d\Omega=4\pi/5$ one obtains

$$\int s^2c^2=\frac{8\pi}{15},\quad \int s^4=\frac{32\pi}{15},\quad \int c^2(3c^2-1)=\frac{16\pi}{15},\quad \int s^2(3c^2-1)=-\frac{16\pi}{15}.$$

The last follows from $s^2=1-c^2$ and $\int(3c^2-1)\,d\Omega=0$. Labelling $C$ by its three pairs $(l\mu)$,

$$C(10,10,20)=\frac{3}{4\pi}\sqrt{\frac{5}{16\pi}}\,\frac{16\pi}{15}=2g,$$

$$C(11,1\,{-1},20)=-\frac{3}{8\pi}\sqrt{\frac{5}{16\pi}}\left(-\frac{16\pi}{15}\right)=g,$$

$$C(11,10,2\,{-1})=-\frac{3}{4\pi\sqrt2}\sqrt{\frac{15}{8\pi}}\,\frac{8\pi}{15}=-\sqrt3\,g,$$

$$C(11,11,2\,{-2})=\frac{3}{8\pi}\sqrt{\frac{15}{32\pi}}\,\frac{32\pi}{15}=\sqrt6\,g .$$

For $L=0$ the third function is the constant $1/\sqrt{4\pi}$. Normalization then gives $C(10,10,00)=1/\sqrt{4\pi}$ and $C(11,1\,{-1},00)=-1/\sqrt{4\pi}$, the minus sign coming from $Y_{1,-1}=-Y_{11}^*$.

Now apply (3). The elements needed are

$$U_{1,1}=-\tfrac{1}{\sqrt2},\quad U_{1,-1}=U_{2,-2}=\tfrac{1}{\sqrt2},\quad U_{-1,1}=U_{-1,-1}=U_{-2,-2}=\tfrac{i}{\sqrt2}.$$

Writing $G_{ab}^{LM}$ for the coefficient of $S_{LM}$ in $S_aS_b$:

- $G_{xx}^{20}=2\left(-\tfrac12\right)g=-g$, and $G_{yy}^{20}=2\left(\tfrac{i}{\sqrt2}\right)^2g=-g$.
- $G_{zz}^{20}=2g$, since all $m$ are zero. This agrees with section 1.
- $G_{xx}^{22}=2\cdot\tfrac12\cdot\tfrac{1}{\sqrt2}\cdot\sqrt6\,g=\sqrt3\,g$. For $yy$ the factor $\tfrac12$ becomes $(i/\sqrt2)^2=-\tfrac12$, so $G_{yy}^{22}=-\sqrt3\,g$.
- $G_{xy}^{2,-2}=2\left(-\tfrac{1}{\sqrt2}\right)\left(\tfrac{i}{\sqrt2}\right)^2\sqrt6\,g=\sqrt3\,g$.
- $G_{xz}^{21}=2\left(-\tfrac12\right)(-\sqrt3\,g)=\sqrt3\,g$, and $G_{yz}^{2,-1}=2\left(\tfrac{i}{\sqrt2}\right)^2(-\sqrt3\,g)=\sqrt3\,g$.
- $G_{ab}^{00}=\delta_{ab}/\sqrt{4\pi}$, by orthonormality.

The magnitude and sign rules exclude every other entry, apart from the exchange $a\leftrightarrow b$. Numerically $\sqrt3\,g=0.2185$ and $1/\sqrt{4\pi}=0.2821$.

**Check on a closed shell.** The sum $S_x^2+S_y^2+S_z^2=3/4\pi$ is spherical, so its $L=2$ coefficients must cancel. They do: $-g-g+2g=0$ for $M=0$ and $\sqrt3g-\sqrt3g=0$ for $M=2$.

## 6. The closure sum

Since the product of two p functions lies entirely in $L=0$ and $L=2$, the expansion

$$S_aS_b=\sum_{L=0,2}\sum_M G_{ab}^{LM}S_{LM}$$

is an identity. Multiply it by the same expansion of $S_{a'}S_{b'}$ and integrate. Orthonormality of the $S_{LM}$ leaves

$$\sum_{LM}G_{ab}^{LM}G_{a'b'}^{LM}=\int S_aS_bS_{a'}S_{b'}\,d\Omega .$$

The right side is $(3/4\pi)^2\int n_an_bn_{a'}n_{b'}\,d\Omega$. If any Cartesian component appears an odd number of times, reflecting that axis shows that the integral is zero. Otherwise there are two cases:

$$\int n_z^4\,d\Omega=\frac{4\pi}{5},\qquad \int n_x^2n_z^2\,d\Omega=\frac12\int s^2c^2\,d\Omega=\frac{4\pi}{15},$$

where $\tfrac12$ is the average of $\cos^2\phi$. Other axes follow by symmetry. Both cases are covered by $\tfrac{4\pi}{15}$ times a sum of three delta products, which equals 3 when all indices agree and 1 when they form two different pairs. With $\tfrac{9}{16\pi^2}\cdot\tfrac{4\pi}{15}=\tfrac{3}{20\pi}$,

$$\boxed{\sum_{LM}G_{ab}^{LM}G_{a'b'}^{LM}=\frac{3}{20\pi}\left(\delta_{ab}\delta_{a'b'}+\delta_{aa'}\delta_{bb'}+\delta_{ab'}\delta_{ba'}\right)} \tag{4}$$

**Check against the table.** The $L=0$ term is $\delta_{ab}\delta_{a'b'}/4\pi$, and $g^2=1/20\pi$.

- $xx,xx$: $\tfrac{5}{20\pi}+(1+3)g^2=\tfrac{9}{20\pi}$, or $0.07958+0.06366=0.14324$.
- $xx,yy$: $\tfrac{5}{20\pi}+(1-3)g^2=\tfrac{3}{20\pi}$, or $0.07958-0.03183=0.04775$.
- $zz,xx$: $\tfrac{5}{20\pi}-2g^2=\tfrac{3}{20\pi}$, the same value, as symmetry demands.
- $xy,xy$: $0+3g^2=\tfrac{3}{20\pi}$, carried entirely by $L=2$.

The last line shows what a spherical truncation does: it removes the product $S_xS_y$ altogether. These four lines do not involve the channels $M=\pm1$. Those are tested by $xz,xz$ and $yz,yz$, each equal to $0+3g^2=\tfrac{3}{20\pi}$.

**Where the cutoff changes.** The limit $L=2$ belongs to p–p products. For two functions of degree $l$ the inversion and triangle rules allow even $L$ up to $2l$, and d–d products do contain $L=4$. A single product need not contain every allowed $L$: by section 4, $S_{32}^2$ has no $L=2$ part. A nonlinear function of the density is not bound by this limit either: the square of the $p_z$ density is proportional to $c^4$, which requires $L=4$. However, a matrix element of any local (multiplicative) potential $V=\sum_{LM}V_{LM}(r)S_{LM}$ between two p functions still selects $L=0$ and $L=2$, because its angular part is $\sum_{LM}V_{LM}G_{ab}^{LM}$ and the other coefficients $G_{ab}^{LM}$ vanish.

## 7. A tilted p function

Take a normalized p function pointing along $\mathbf u=(1,2,2)/3$, that is $f=\sum_au_aS_a=\sqrt{3/4\pi}\,\mathbf u\cdot\mathbf n$. Its square is $f^2=\sum_{LM}D_{LM}S_{LM}$ with $D_{LM}=\sum_{ab}u_au_bG_{ab}^{LM}$. Off-diagonal products occur twice, so

$$D_{00}=\frac{1}{\sqrt{4\pi}}=0.2821,\qquad D_{20}=g\,(2u_z^2-u_x^2-u_y^2)=\frac g3=0.0421,$$

$$D_{22}=\sqrt3g\,(u_x^2-u_y^2)=-\frac{\sqrt3g}{3}=-0.0728,$$

$$D_{2,-2}=2\sqrt3g\,u_xu_y=\frac{4\sqrt3g}{9}=0.0971,$$

$$D_{21}=2\sqrt3g\,u_xu_z=0.0971,\qquad D_{2,-1}=2\sqrt3g\,u_yu_z=\frac{8\sqrt3g}{9}=0.1942 .$$

Contracting (4) with $u_au_bu_{a'}u_{b'}$ turns each delta product into $|\mathbf u|^4=1$, so

$$\sum_{LM}D_{LM}^2=\frac{9}{20\pi}=0.1432 .$$

The $L=0$ channel supplies $1/4\pi=0.0796$, a fraction $5/9$. The five $L=2$ coefficients supply $0.0637$, a fraction $4/9$. Since $\mathbf u$ enters only through its length, these fractions are the same for every orientation, although the individual $D_{2M}$ are not. A missing $D_{2M}$, a wrong magnitude of one $D_{2M}$, or a wrong relative sign within $D_{20}$ or $D_{22}$ would make the sum depend on orientation. A wrong magnitude of $D_{00}$, or a wrong magnitude common to all five $D_{2M}$, would leave the sum independent of orientation and show only as a departure from $9/20\pi$. A wrong overall sign of $D_{00}$ or of any $D_{2M}$ would not change the sum at all, because only squares enter.

At the tip of the lobe, $\mathbf n=\mathbf u$, the full expansion gives $3/4\pi=0.2387$, while $L=0$ alone gives $0.0796$. This is the factor of three from section 1, now for a tilted axis.

The fraction $4/9$ measures the squared norm of the angular density. It is not an energy error, which would also depend on the radial functions and on the interaction.

The numerical check checks the transformation, the one-term formula (3) and the closure (4) against direct quadrature over the sphere.

## Table of computed values

```
All numbers are dimensionless; largest l tested: 3
g = 1/sqrt(20 pi) = 0.126157
Complex coefficients C (l mu, l mu, L M):
  ((1, 0), (1, 0), (0, 0)) 0.282095
  ((1, 1), (1, -1), (0, 0)) -0.282095
  ((1, 0), (1, 0), (2, 0)) 0.252313
  ((1, 1), (1, -1), (2, 0)) 0.126157
  ((1, 1), (1, 0), (2, -1)) -0.218510
  ((1, 1), (1, 1), (2, -2)) 0.309019
Real coefficients G (a, b, L, M):
  x x 0 0: 0.282095
  z z 2 0: 0.252313
  x x 2 0: -0.126157
  y y 2 0: -0.126157
  x x 2 2: 0.218510
  y y 2 2: -0.218510
  x y 2 -2: 0.218510
  y z 2 -1: 0.218510
  x z 2 1: 0.218510
Ordered triples, total: 4096
Triples obeying all four rules: 359
Nonzero real coefficients: 353
Accidental zeros: 6
G(3 2, 3 2, 2 0) is zero within 1e-10: True
Triples excluded by one rule only:
  triangle: 21
  even l sum: 293
  m magnitudes: 590
  even number of negative m: 336
Closure: L=0 part, L=2 part, sum, four-function integral
  xxxx: 0.079577 0.063662 0.143239 0.143239
  xxyy: 0.079577 -0.031831 0.047746 0.047746
  zzxx: 0.079577 -0.031831 0.047746 0.047746
  xyxy: 0.000000 0.047746 0.047746 0.047746
Example direction u: 0.333333 0.666667 0.666667
  D(0,0) = 0.282095
  D(2,-2) = 0.097115
  D(2,-1) = 0.194231
  D(2,0) = 0.042052
  D(2,1) = 0.097115
  D(2,2) = -0.072837
Sum of D^2: 0.143239; L=0: 0.079577; L=2: 0.063662
Fractions: L=0 0.555556; L=2 0.444444
Squared function at u: full 0.238732; L=0 only 0.079577
Errors below 1e-12 (transform, one-term, closure): True
```
